# Lithium-6 near 83 mT: level energies, spin admixtures and radio-frequency coupling

## The exercise

A lithium-6 atom in its electronic ground state has orbital angular momentum \(L=0\), electron spin \(S=1/2\) and nuclear spin \(I=1\). It stands in a static magnetic field \(B=83\) mT along \(z\).

1. Find the energies of the three lowest states and the two spacings between them.
2. In each of these states the electron spin points mostly one way. Find the amplitude and the probability of the opposite direction.
3. A weak field \(B_1\cos(2\pi\nu t)\) is applied along \(x\). Find how strongly it couples neighbouring states, and how much of this coupling is owed to the admixed electron spin. For \(B_1=0.010\) mT, find the time of a complete transfer.

Take the hyperfine constant \(A=152\) MHz and the nuclear moment 0.822 nuclear magnetons, both rounded atomic data, and the free-electron \(g\)-factor. Treat the atom as isolated and neglect diamagnetism. Energies are divided by Planck's constant \(h\) and given in MHz, which suits this problem better than the hartree.

## Hints

**Hint 1.** The hyperfine interaction conserves the total spin projection \(m_F=m_S+m_I\). List the six product states by \(m_F\); no matrix larger than \(2\times2\) is needed.

**Hint 2.** For a \(2\times2\) matrix, express half the difference of the diagonal elements and the off-diagonal element through one angle. The same angle gives the eigenvector.

**Hint 3.** The operator \(S_x\) reverses the electron spin and leaves \(m_I\) alone. Ask which components of two neighbouring states differ in just this way.

**Hint 4.** A coupling is linear in an amplitude, whereas a population is quadratic in it.

## Full solution

### The Hamiltonian

The spin operators are taken without the factor \(\hbar\). The electron moment is opposite to its spin and the nuclear moment is parallel to its own, so the two Zeeman terms have opposite signs:

\[
H=A\,\mathbf I\cdot\mathbf S+aS_z-bI_z,\qquad a=\gamma_eB,\quad b=\gamma_nB .
\]

Here \(\gamma_e=|g_e|\mu_B/h=28.025\) MHz/mT and \(\gamma_n=g_n\mu_N/h=0.0062658\) MHz/mT, where \(\mu_B\) and \(\mu_N\) are the Bohr and nuclear magnetons. Since \(I=1\), the number \(g_n\) equals the moment in nuclear magnetons, 0.822. At 83 mT,

\[
a=2326.07\ \text{MHz},\qquad b=0.520\ \text{MHz}.
\]

The electron Zeeman splitting is thus about fifteen times \(A\). The electron spin is nearly decoupled from the nucleus, but not fully.

### Two small blocks

Write the product states as \(|m_S,m_I\rangle\), with arrows for \(m_S=\pm1/2\), and split the hyperfine term with raising and lowering operators:

\[
\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+).
\]

The last two terms flip one spin up and the other down. For \(I=1\), \(I_-|1\rangle=\sqrt2|0\rangle\) and \(I_-|0\rangle=\sqrt2|{-1}\rangle\), while \(S_+|\downarrow\rangle=|\uparrow\rangle\). Both flip-flop elements are therefore equal:

\[
\langle\uparrow,0|H|\downarrow,1\rangle=\langle\uparrow,-1|H|\downarrow,0\rangle=\frac{A\sqrt2}{2}=\frac{A}{\sqrt2}=107.48\ \text{MHz}.
\]

The diagonal elements in the block \(m_F=+1/2\) are

\[
\langle\downarrow,1|H|\downarrow,1\rangle=-\frac a2-\frac A2-b,\qquad
\langle\uparrow,0|H|\uparrow,0\rangle=\frac a2,
\]

and in the block \(m_F=-1/2\)

\[
\langle\downarrow,0|H|\downarrow,0\rangle=-\frac a2,\qquad
\langle\uparrow,-1|H|\uparrow,-1\rangle=\frac a2-\frac A2+b .
\]

The states \(|\uparrow,1\rangle\) and \(|\downarrow,-1\rangle\) have \(m_F=\pm3/2\). Neither has a partner with the same \(m_F\), so both are eigenstates.

In each block, subtract the spin-down diagonal element from the spin-up one:

\[
D_1=a+\frac A2+b=2402.59\ \text{MHz},\qquad D_2=a-\frac A2+b=2250.59\ \text{MHz}.
\]

The averages of the diagonal elements are \(-A/4-b/2\) and \(-A/4+b/2\). Measured from its average, each block in the order (down, up) is

\[
\begin{pmatrix}-D_i/2&A/\sqrt2\\A/\sqrt2&D_i/2\end{pmatrix}.
\]

Its eigenvalues \(\lambda\) obey \(\lambda^2=D_i^2/4+A^2/2\), so \(\lambda=\pm R_i/2\) with \(R_i=\sqrt{D_i^2+2A^2}\).

### Energies

The lower eigenvalues of the blocks and the unpaired state \(|\downarrow,-1\rangle\) give

\[
E_1=-\frac A4-\frac b2-\frac{R_1}2,\qquad
E_2=-\frac A4+\frac b2-\frac{R_2}2,\qquad
E_3=-\frac a2+\frac A2+b .
\]

With \(R_1=2412.188\) MHz and \(R_2=2260.833\) MHz,

\[
\begin{aligned}
E_1&=-38.000-0.260-1206.094=-1244.354\ \text{MHz},\\
E_2&=-38.000+0.260-1130.417=-1168.157\ \text{MHz},\\
E_3&=-1163.036+76.000+0.520=-1086.515\ \text{MHz},
\end{aligned}
\]

where the last digit is rounded after summation. The other three states lie far above: the lowest of them is the upper member of the second block, at \(-A/4+b/2+R_2/2=1092.68\) MHz. The three energies found are therefore the lowest ones, and their spacings are

\[
E_2-E_1=76.2\ \text{MHz},\qquad E_3-E_2=81.6\ \text{MHz},
\]

or 11.6 and 12.4 nanohartree.

To see why the spacings differ, separate the downward shift that each block's lower state receives from the flip-flop element:

\[
\delta_i=\frac{D_i-R_i}{2}\approx-\frac{A^2}{2D_i}.
\]

The approximation follows from \(R_i=D_i\sqrt{1+2A^2/D_i^2}\approx D_i+A^2/D_i\), valid for \(A\ll D_i\). The full shifts are \(\delta_1=-4.80\) MHz and \(\delta_2=-5.12\) MHz. In terms of them,

\[
E_2-E_1=\frac A2+b+\delta_2-\delta_1,\qquad
E_3-E_2=\frac A2+b-\delta_2 .
\]

Without the shifts both spacings would be \(A/2+b=76.52\) MHz. In the first spacing the two shifts nearly cancel. In the second, state 2 is pushed down and state 3 is not, so the full 5.12 MHz appears.

The last digits of these energies serve the arithmetic and do not measure the accuracy of the model. Repeating the calculation with \(A\) changed by \(\pm0.1\) MHz shows that the spacings change by 0.49 and 0.57 MHz per MHz of \(A\). Rounding \(A\) to the nearest MHz can thus move them by up to about 0.3 MHz. The quantities found below carry a similar uncertainty in their last digit: raising \(A\) by 0.5 MHz raises the couplings by about 2 kHz/mT, shortens the transfer times by about 0.25 \(\mu\text{s}\), raises the admixture probabilities by about 0.001 percentage point, and changes the field slopes of the two spacings by about 0.1 and 0.4 kHz/mT.

### Electron-spin admixtures

Define an angle by

\[
D_i=R_i\cos2\theta_i,\qquad \sqrt2A=R_i\sin2\theta_i ,\qquad 0<\theta_i<\frac\pi4 .
\]

Acting with the block matrix on the column \((\cos\theta_i,-\sin\theta_i)\) gives

\[
\frac{R_i}2
\begin{pmatrix}-\cos2\theta_i\cos\theta_i-\sin2\theta_i\sin\theta_i\\
\sin2\theta_i\cos\theta_i-\cos2\theta_i\sin\theta_i\end{pmatrix}
=-\frac{R_i}{2}\begin{pmatrix}\cos\theta_i\\-\sin\theta_i\end{pmatrix}.
\]

This is the eigenvector of the lower eigenvalue. The minus sign in it comes from the positive sign of \(A\). The three states are

\[
\begin{aligned}
|1\rangle&=\cos\theta_1|\downarrow,1\rangle-\sin\theta_1|\uparrow,0\rangle,\\
|2\rangle&=\cos\theta_2|\downarrow,0\rangle-\sin\theta_2|\uparrow,-1\rangle,\\
|3\rangle&=|\downarrow,-1\rangle .
\end{aligned}
\]

The probability of finding the electron spin up is

\[
\sin^2\theta_i=\frac{1-\cos2\theta_i}{2}=\frac12\left(1-\frac{D_i}{R_i}\right).
\]

For state 1 this is \((2412.188-2402.591)/(2\times2412.188)=0.00199\), and for state 2 it is \((2260.833-2250.591)/(2\times2260.833)=0.00227\). The results are:

- State 1: \(\sin\theta_1=0.0446\), probability 0.199 %.
- State 2: \(\sin\theta_2=0.0476\), probability 0.227 %.
- State 3: no admixture, by conservation of \(m_F\).

State 2 has the larger admixture because its partner is closer in energy, \(D_2<D_1\).

### Coupling by the oscillating field

The oscillating field adds \(B_1\cos(2\pi\nu t)\,M\) to the Hamiltonian, with

\[
M=\gamma_eS_x-\gamma_nI_x .
\]

The signs are those of the static Zeeman terms. The elements needed are \(\langle\uparrow|S_x|\downarrow\rangle=1/2\) and \(\langle1|I_x|0\rangle=\langle0|I_x|{-1}\rangle=1/\sqrt2\), where the nuclear states are labelled by \(m_I\).

Take the pair 1–2. For \(S_x\) the two components must have equal \(m_I\) and opposite electron spins. The sole such pair is \(|\uparrow,0\rangle\) in state 1 and \(|\downarrow,0\rangle\) in state 2:

\[
\langle1|S_x|2\rangle=-\tfrac12\sin\theta_1\cos\theta_2 .
\]

For \(I_x\) the electron spins must agree. Both the large and the small components then contribute:

\[
\langle1|I_x|2\rangle=\frac{\cos\theta_1\cos\theta_2+\sin\theta_1\sin\theta_2}{\sqrt2}=\frac{\cos(\theta_1-\theta_2)}{\sqrt2}.
\]

For the pair 2–3 the same rules give \(\langle2|S_x|3\rangle=-\tfrac12\sin\theta_2\) and \(\langle2|I_x|3\rangle=\cos\theta_2/\sqrt2\). Hence

\[
\begin{aligned}
M_{12}&=-\frac{\gamma_e}{2}\sin\theta_1\cos\theta_2-\frac{\gamma_n}{\sqrt2}\cos(\theta_1-\theta_2),\\
M_{23}&=-\frac{\gamma_e}{2}\sin\theta_2-\frac{\gamma_n}{\sqrt2}\cos\theta_2 .
\end{aligned}
\]

In each transition the electronic part uses the admixture of the lower state. The two parts have the same sign and add. Their magnitudes are

\[
\begin{aligned}
|M_{12}|&=624+4=629\ \text{kHz/mT},\\
|M_{23}|&=667+4=671\ \text{kHz/mT},
\end{aligned}
\]

where the sums were formed before rounding.

If the hyperfine interaction were absent, \(\theta_1=\theta_2=0\) and both couplings would be \(\gamma_n/\sqrt2=4.43\) kHz/mT. The actual couplings are 142 and 152 times larger. An admixture probability of 0.2 % can do this for two reasons. The coupling contains the amplitude, about 4.5 %, and this amplitude multiplies \(\gamma_e/2=14.01\) MHz/mT, which is some 3160 times the bare nuclear value. For the pair 1–2 the product is \(0.0446\times3160\approx141\), and the direct nuclear part adds 1.

States 1 and 3 are not coupled to first order. Their components with opposite electron spins differ in \(m_I\), so \(S_x\) fails; their components with equal electron spins have \(m_I=1\) and \(-1\), which \(I_x\) does not connect. A field oscillating along \(z\) couples none of the three to another, because \(S_z\) and \(I_z\) conserve \(m_F\).

### Time of a complete transfer

Tune the field to \(\nu=E_2-E_1\) and write the state as \(\sum_ic_i(t)e^{-2\pi iE_it}|i\rangle\), keeping states 1 and 2. The Schrödinger equation gives

\[
i\dot c_1=2\pi M_{12}B_1\cos(2\pi\nu t)\,e^{-2\pi i\nu t}c_2
=\pi M_{12}B_1\left(1+e^{-4\pi i\nu t}\right)c_2 .
\]

The second term averages out over a period of the drive; dropping it is the rotating-wave approximation. The equation for \(c_2\) has the same form, so \(i\dot c_1=\pi M_{12}B_1c_2\) and \(i\dot c_2=\pi M_{12}B_1c_1\). Starting from state 1,

\[
|c_2|^2=\sin^2(\pi ft),\qquad f=|M_{12}|B_1 .
\]

The first complete transfer occurs at \(t=1/(2f)\). With \(B_1=0.010\) mT:

- Pair 1–2: \(f=6.29\) kHz and \(t=79.5\ \mu\text{s}\).
- Pair 2–3: \(f=6.71\) kHz and \(t=74.5\ \mu\text{s}\).

Three conditions were used. The neglected term is small if \(f\ll\nu\); here \(f/\nu\) is about \(10^{-4}\). The third state may be left out if \(f\) is small against the difference of the two spacings, 5.4 MHz; here that ratio is about \(10^{-3}\). If the spacings were equal, the drive would be resonant with both transitions and the two-state result would fail. Finally, the three upper states may be left out if their coupling, about \(\gamma_eB_1/2=0.14\) MHz, is small against their distance of more than 2 GHz; here that ratio is below \(10^{-4}\).

## Variation 1: a small change of the static field

How do the two resonance frequencies move when \(B\) changes slightly?

For a normalized eigenstate, the derivative of its energy is the expectation value of the derivative of the Hamiltonian (the Hellmann–Feynman theorem):

\[
\frac{dE_i}{dB}=\gamma_e\langle S_z\rangle_i-\gamma_n\langle I_z\rangle_i .
\]

From the state vectors, \(\langle S_z\rangle_i=-\tfrac12+\sin^2\theta_i\) for \(i=1,2\) and \(-\tfrac12\) for state 3. The nuclear values are \(\cos^2\theta_1\), \(-\sin^2\theta_2\) and \(-1\). All three energies fall by nearly \(\gamma_e/2\), or 14 MHz per mT, so a non-uniform static field pulls all three states towards its stronger regions. In the differences the terms \(-\tfrac12\) cancel:

\[
\begin{aligned}
\frac{d(E_2-E_1)}{dB}&=\gamma_e(\sin^2\theta_2-\sin^2\theta_1)+\gamma_n(\cos^2\theta_1+\sin^2\theta_2)\\
&=7.7+6.3=14.0\ \text{kHz/mT},\\
\frac{d(E_3-E_2)}{dB}&=-\gamma_e\sin^2\theta_2+\gamma_n\cos^2\theta_2\\
&=-63.5+6.3=-57.2\ \text{kHz/mT}.
\end{aligned}
\]

The nuclear moment, nearly negligible in the coupling, supplies almost half of the first slope, because there the two electronic contributions largely cancel. A static-field error of 0.1 mT shifts the transition 2–3 by 5.7 kHz. This is comparable with its oscillation frequency of 6.71 kHz, so the assumption of exact resonance would no longer hold. The same error shifts the transition 1–2 by 1.4 kHz.

## Variation 2: the coupling as a tilt of the field

Derive the coupling from the energy spacing, and find its strong-field form.

A transverse field added to \(B\) tilts the total field, which suggests using a rotation about \(y\). Its generator is \(F_y=S_y+I_y\). It commutes with \(\mathbf I\cdot\mathbf S\), which is unchanged when both spins turn together. With \([S_y,S_z]=iS_x\) and the same rule for \(\mathbf I\),

\[
[F_y,H]=i(aS_x-bI_x)=iBM .
\]

Between eigenstates the left side is \((E_j-E_i)\langle i|F_y|j\rangle\), and therefore

\[
|M_{ij}|=\frac{|E_j-E_i|}{B}\,|\langle i|F_y|j\rangle| .
\]

For the pair 1–2 use \(\langle\uparrow|S_y|\downarrow\rangle=-i/2\) and \(\langle1|I_y|0\rangle=\langle0|I_y|{-1}\rangle=-i/\sqrt2\):

\[
|\langle1|F_y|2\rangle|=\frac{\cos(\theta_1-\theta_2)}{\sqrt2}-\frac{\sin\theta_1\cos\theta_2}{2}=0.7071-0.0223=0.6848 .
\]

Then \(|M_{12}|=(76.197/83)\times0.6848=0.629\) MHz/mT, the value found before.

For \(a\gg A\) and \(a\gg b\), the definition of the angle gives \(\sin\theta_i\approx A/(\sqrt2D_i)\approx A/(\sqrt2a)\). The electronic part of either coupling becomes

\[
\frac{\gamma_e}{2}\,\frac{A}{\sqrt2\,\gamma_eB}=\frac{A}{2\sqrt2\,B}=647\ \text{kHz/mT}.
\]

The electron moment has dropped out. The drive is slow compared with the electron precession at \(a\), so the electron spin follows the total field, which is tilted by the small angle \(B_1/B\). The nucleus feels the electron through \(A\langle\mathbf S\rangle\), of size \(A/2\), and this vector tilts with it. Its transverse part \((A/2)(B_1/B)\), times the nuclear element \(1/\sqrt2\), is the result above.

At 83 mT the electronic part for 1–2 lies 3.6 % below this estimate and that for 2–3 lies 3.0 % above it. Most of this comes from replacing \(D_1\) and \(D_2\) by \(a\), since \(A/(2a)\) is 3.3 %. As \(B\) grows, the electronic part falls as \(1/B\) while the nuclear part tends to the constant \(\gamma_n/\sqrt2\). They become equal when \(A/(2B)=\gamma_n\), that is, at \(B=152/(2\times0.0062658)\) mT, or about 12 T. Well above that field the transitions are driven mainly by the nuclear moment itself.
